# Why distant-node resistance saturates in cubic but not square resistor lattices

**Question.** Equal resistors \(R\) join nearest neighbours of an infinite lattice, and an ohmmeter is connected to two nodes far apart. Why does the reading level off near \(0.505R\) if the lattice is cubic, but grow without bound if it is square?

**Answer.** The difference lies in how much room there is for the current to spread, or, in Fourier language, in how many long-wavelength potential patterns the lattice has.

## The mechanism in real space

Take the distance between neighbouring nodes, the pitch, as the unit of length. Far from a tap that injects a current \(I\), the lattice acts as a uniform conductor. A square mesh has one wire of resistance \(R\) per unit width and length, so its sheet resistance is \(R\). A cubic network has one such wire per unit cross-section, so its resistivity is \(R\) in these units.

In the sheet the current crosses a circle of circumference \(2\pi\rho\) at radius \(\rho\), and the field is \(RI/(2\pi\rho)\). The voltage lost between \(\rho\) and \(2\rho\) is \(RI\ln 2/(2\pi)\), whatever \(\rho\) is. Each doubling of the distance therefore costs the same voltage again.

In the cubic network the current crosses a sphere of area \(4\pi\rho^2\), and the field is \(RI/(4\pi\rho^2)\). The whole loss from \(\rho\) to infinity is \(RI/(4\pi\rho)\), which is finite and small at large \(\rho\). Nearly all the resistance sits close to the two taps, and moving them farther apart adds little.

This picture gives the growth laws, but not the number 0.505, which depends on the lattice near the taps. The lattice Green function contains both.

## From Kirchhoff's law to the Green function

Let a steady current \(I\) enter at the origin and leave at \(\mathbf r\). The resistance of the infinite lattice is understood as the limit for ever larger finite networks. At each node \(\mathbf x\), with external current \(I_{\mathbf x}\), current conservation reads

\[
\sum_{\text{neighbours }\mathbf y}(V_{\mathbf x}-V_{\mathbf y})=R\,I_{\mathbf x}.
\]

For a plane wave \(e^{i\mathbf k\cdot\mathbf x}\), the two neighbours along axis \(i\) contribute \(2-e^{ik_i}-e^{-ik_i}=2(1-\cos k_i)\). The left side thus multiplies the wave by

\[
\varepsilon(\mathbf k)=2\sum_{i=1}^{d}(1-\cos k_i)=4\sum_{i=1}^{d}\sin^2\frac{k_i}{2}.
\]

The external current has the transform \(I(1-e^{-i\mathbf k\cdot\mathbf r})\), so the potential has the transform \(RI(1-e^{-i\mathbf k\cdot\mathbf r})/\varepsilon\). Taking \(V_{\mathbf 0}-V_{\mathbf r}\) supplies a second factor \(1-e^{i\mathbf k\cdot\mathbf r}\), and the product of the two factors is \(2(1-\cos\mathbf k\cdot\mathbf r)\). Dividing by \(I\),

\[
R(\mathbf r)=2R\int\frac{d^dk}{(2\pi)^d}\,\frac{1-\cos\mathbf k\cdot\mathbf r}{\varepsilon(\mathbf k)},\qquad -\pi<k_i\le\pi. \tag{1}
\]

For neighbouring nodes, adding (1) over the \(d\) axes makes the numerator equal to \(\varepsilon\), and the sum is \(R\). By symmetry each neighbour resistance is \(R/d\): \(R/2\) in the square lattice and \(R/3\) in the cubic one.

Finite boxes confirm (1). The actual current distribution is the one with the least Joule heat among all that conserve current. Removing the outer resistors restricts the choice and raises the resistance; shorting the outer nodes together widens it and lowers the resistance. The infinite lattice must lie between. For \(r=10\) in a square box of 201 nodes a side, Kirchhoff's equations give the bounds \(1.24601R\) and \(1.24870R\), and (1) gives \(1.24735R\). For \(r=6\) in a cubic box of 31 nodes a side, the bounds are \(0.47826R\) and \(0.47966R\), and (1) gives \(0.47873R\).

## What small wavevectors do

At small \(k\), \(\varepsilon\simeq k^2\). A long wave needs little current to sustain it, so a given current excites it strongly. What matters is how many such waves there are. Leaving the numerator of (1) aside, a thin shell of wavevectors contributes

\[
d=2:\quad \frac{2\,(2\pi k\,dk)}{(2\pi)^2k^2}=\frac{1}{\pi}\frac{dk}{k},
\qquad
d=3:\quad \frac{2\,(4\pi k^2dk)}{(2\pi)^3k^2}=\frac{dk}{\pi^2}.
\]

In two dimensions every decade of \(k\) has the same weight, \(\ln 10/\pi\). In three dimensions each lower decade has ten times less. With the full \(\varepsilon\), the decades \(0.01<k<0.1\) and \(0.001<k<0.01\) contribute \(0.73303R\) and \(0.73294R\) in the square lattice, but \(0.009121R\) and \(0.000912R\) in the cubic one.

The numerator decides which waves take part. For \(k\ll1/r\) it is about \((\mathbf k\cdot\mathbf r)^2/2\), since both taps sit at nearly the same phase of the wave. For \(k\gg1/r\) it oscillates about 1. Moving the taps apart therefore admits waves down to \(k\sim1/r\). The square lattice has an endless supply of them; the cubic lattice has a finite total.

## The cubic lattice: the limit and the approach to it

For \(|x|\le\pi\), \(|\sin(x/2)|\ge|x|/\pi\), so \(\varepsilon\ge4k^2/\pi^2\). In three dimensions \(1/\varepsilon\) is then integrable, and (1) may be split:

\[
R(\mathbf r)=2R\,[g(\mathbf 0)-g(\mathbf r)],\qquad
g(\mathbf r)=\int\frac{d^3k}{(2\pi)^3}\frac{e^{i\mathbf k\cdot\mathbf r}}{\varepsilon(\mathbf k)}.
\]

The Fourier integral of an integrable function vanishes as \(r\to\infty\), because the oscillations cancel (the Riemann-Lebesgue lemma). Hence \(R(\mathbf r)\to2R\,g(\mathbf 0)\).

To evaluate this, write \(1/\varepsilon=\int_0^\infty e^{-\varepsilon t}dt\). The exponential factorizes over the axes, and each factor is \(\int_{-\pi}^{\pi}\frac{dk}{2\pi}e^{-2t+2t\cos k}=e^{-2t}I_0(2t)\), which is the integral definition of the modified Bessel function \(I_0\). Thus

\[
2g(\mathbf 0)=2\int_0^\infty\left[e^{-2t}I_0(2t)\right]^3dt=0.505462 .
\]

A direct sum over the waves of periodic lattices with 40 and 80 nodes a side, extrapolated linearly in the inverse side, gives 0.50546.

The approach to the limit comes from the point \(\mathbf k=0\), the only place where \(1/\varepsilon\) is not smooth. Since \(\varepsilon=k^2-\frac1{12}\sum_ik_i^4+\dots\),

\[
\frac1\varepsilon=\frac1{k^2}+\frac{1}{12}\frac{\sum_ik_i^4}{k^4}+\dots
\]

The angular average of \(e^{i\mathbf k\cdot\mathbf r}\) is \(\sin(kr)/(kr)\), so the first term transforms to

\[
\frac1{2\pi^2}\int_0^\infty\frac{\sin kr}{kr}\,dk=\frac{1}{2\pi^2r}\,\frac{\pi}{2}=\frac1{4\pi r}.
\]

For the second, \(1/k^4\) corresponds to \(-r/(8\pi)\), because \(-\nabla^2(-r/8\pi)=1/(4\pi r)\); terms that the next step would remove are dropped. Each \(k_i^4\) becomes \(\partial_i^4\), and

\[
\partial_x^4r=-\frac3{r^3}+\frac{18x^2}{r^5}-\frac{15x^4}{r^7},\qquad
\sum_i\partial_i^4r=\frac{9-15S}{r^3},\qquad S=\frac{\sum_ix_i^4}{r^4}.
\]

Multiplying by \(-1/(96\pi)\) gives \((5S-3)/(32\pi r^3)\). To this order,

\[
\frac{R(\mathbf r)}R\simeq0.505462-\frac1{2\pi r}-\frac{5S-3}{16\pi r^3}. \tag{2}
\]

The \(1/r\) term is the voltage that the real-space picture assigns to the region beyond \(r\), counted for both taps. The last term carries the cubic anisotropy: it lowers the resistance along an axis (\(S=1\)) and raises it along a body diagonal (\(S=1/3\)). At \(r=10\) along an axis, (2) gives \(0.505462-0.015915-0.000040=0.48951\), equal to the full integral to the digits shown.

## The square lattice: the logarithm and its constant

Here \(g(\mathbf 0)\) diverges, so (1) must be kept whole. Put the second node at \((n,0)\), write \(k\) and \(q\) for the two wavevector components, and define \(s>0\) by \(\cosh s=2-\cos k\). Then \(\varepsilon=2(\cosh s-\cos q)\). Summing a geometric series shows that

\[
\frac{\sinh s}{\cosh s-\cos q}=1+2\sum_{m\ge1}e^{-ms}\cos mq ,
\]

whose average over \(q\) is 1. The \(q\) integral of \(1/\varepsilon\), divided by \(2\pi\), is therefore \(1/(2\sinh s)\), and

\[
R(n,0)=\frac R\pi\int_0^\pi\frac{1-\cos nk}{\sinh s}\,dk .
\]

With \(u=\sin(k/2)\), \(\cosh s=1+2u^2\), so \(\sinh s=\sqrt{\cosh^2s-1}=2u\sqrt{1+u^2}\), which tends to \(k\) at small \(k\). Split \(1/\sinh s\) into \(1/k\) and a bounded remainder.

*The singular part.* Substituting \(x=nk\) turns it into \(\int_0^X(1-\cos x)\,dx/x\) with \(X=n\pi\). Since \((1-e^{-z})/z\) has no pole, its integral from 0 to \(X\) equals that from 0 to \(iX\) plus an arc, and the arc becomes purely imaginary as \(X\to\infty\). Comparing real parts, \(\cos x\) may be replaced by \(e^{-x}\). Integration by parts then gives

\[
\int_0^X\frac{1-e^{-x}}x\,dx=(1-e^{-X})\ln X-\int_0^Xe^{-x}\ln x\,dx\;\to\;\ln X+\gamma ,
\]

where \(\gamma=-\int_0^\infty e^{-x}\ln x\,dx\) is Euler's constant. The singular part is \(\ln n+\ln\pi+\gamma\).

*The remainder.* Its product with \(\cos nk\) integrates to zero at large \(n\), which leaves a constant. With a small lower limit \(\delta\), \(dk=2\,du/\sqrt{1-u^2}\) and \(v=u^2\),

\[
\int_\delta^\pi\frac{dk}{\sinh s}=\int\frac{du}{u\sqrt{1-u^4}}
=\frac12\int_{\delta^2/4}^1\frac{dv}{v\sqrt{1-v^2}}
=\frac12\operatorname{arcosh}\frac4{\delta^2}\to\ln\frac{\sqrt8}\delta .
\]

Subtracting \(\int_\delta^\pi dk/k=\ln(\pi/\delta)\) leaves \(\ln\sqrt8-\ln\pi\). The \(\ln\pi\) cancels in the sum, and

\[
\frac{R(\mathbf r)}R\simeq\frac1\pi\left(\ln r+\gamma+\tfrac32\ln2\right)=\frac{\ln r+1.61694}{\pi}. \tag{3}
\]

The constant is the same in all directions. To see this, subtract from \(1/\varepsilon\) the function \(1/k^2\), smoothly cut off at some radius. Its contribution depends on \(|\mathbf r|\) alone, and the bounded rest tends to a constant by the Riemann-Lebesgue lemma. At \(r=100\), the full integral gives \(1.980555R\) along an axis and \(1.980560R\) towards \((60,80)\); (3) gives \(1.980558R\).

The growth is unbounded but slow. The resistance is \(1.247R\), \(1.981R\) and \(2.713R\) at \(r=10\), 100 and 1000, and by (3) it reaches \(5R\) only at \(1.3\times10^6\) pitches.

## Three cases that isolate the cause

*Six neighbours in a plane.* One might credit the cubic lattice's saturation to its six neighbours per node. The triangular lattice also has six, and the same neighbour resistance \(R/3\). For unit bonds, its small-\(k\) eigenvalue is \(\frac12\sum(\mathbf k\cdot\mathbf a)^2=\frac32k^2\), summed over the six bond vectors \(\mathbf a\), and each node occupies an area \(\sqrt3/2\). The shell weight becomes

\[
2\,\frac{\sqrt3}{2}\,\frac{2\pi k\,dk}{(2\pi)^2\,\tfrac32k^2}=\frac1{\sqrt3\,\pi}\frac{dk}k .
\]

The resistance therefore grows as \(R\ln r/(\sqrt3\pi)\). From \(r=200\) to 400 this predicts an increase of \(0.12738R\), and the full integral gives the same. Coordination is not the reason.

*A square lattice with leaks.* Connect every node to ground through \(R_s\). Kirchhoff's law gains a term \(\kappa^2V_{\mathbf x}\) with \(\kappa^2=R/R_s\), and \(\varepsilon\) becomes \(\varepsilon+\kappa^2\). The singularity is gone, and the voltage between the taps, divided by \(I\), saturates. For \(\kappa\ll1\), \(\sinh s\) is replaced at small \(k\) by \(\sqrt{k^2+\kappa^2}\). The range below \(\delta\) (with \(\kappa\ll\delta\ll1\)) gives \(\ln(2\delta/\kappa)\) and the range above gives \(\ln(\sqrt8/\delta)\), so the limit is \((R/2\pi)\ln(32/\kappa^2)\). For \(\kappa^2=10^{-4}\) this is \(2.0175R\); the integral at \(r=1000\) gives \(2.0174R\). The lattice is still planar, and only the small-\(k\) behaviour has changed.

*A finite stack.* In \(M\) coupled square layers, the potential across the stack is built from \(M\) cosine patterns. All but the uniform one have \(\varepsilon>0\) at zero in-plane wavevector. At distances well above \(M\), only the uniform pattern still contributes to the growth, with weight \(1/M\), and the resistance rises as \(R\ln r/(\pi M)\). For ten layers, the increase from \(r=200\) to 400 is \(0.022064R\), as this law predicts. At short range a thick stack does behave as a cube: in the middle of 81 layers, the value at \(r=10\) is \(0.48954R\), against \(0.48951R\) for the infinite lattice. Without leaks, a stack of any finite number of layers never saturates.

## Numbers for a TiN mesh

Consider TiN wires of 50 nm by 50 nm cross-section on a 1000 nm pitch, with a resistivity of 100 µΩ cm, a rough value for films. One segment has

\[
R=\frac{(10^{-6}\ \Omega\,\text m)(10^{-6}\ \text m)}{2.5\times10^{-15}\ \text m^2}=400\ \Omega .
\]

Two taps 100 pitches apart carry 10 µA. With the segments held identical:

- Square sheet: \(1.98056\times400=792\ \Omega\), a drop of 7.9 mV.
- Infinite cubic network: \(0.50387\times400=202\ \Omega\), a drop of 2.0 mV.

Going from 10 to 100 pitches accounts for about 293 Ω of the sheet's value, but for only about 6 Ω of the cubic network's.

The mesh with two taps is an illustration, and the infinite cubic network is a thought comparison. With finite depth the resistance is higher: ten layers of the same segments, tapped in a middle layer, give 230 Ω, about 14% above the infinite network; tapped in an outer layer they give 290 Ω, about 44% above. Tap contacts of a rough \(10^{-9}\ \Omega\,\text{cm}^2\) over the wire's cross-section add 80 Ω in total, or 10% for the sheet and 40% for the cubic network, but this does not grow with distance. Warming by 80 K, at an assumed coefficient of 0.001 per kelvin, raises every segment by 8%; for a film as resistive as 100 µΩ cm the coefficient is probably about half as large, so this is a high estimate. The wire width is 5% of the pitch, so treating the crossings as points changes the resistance by a few per cent at most. A free sheet of 1001 by 1001 nodes gives 794 Ω, so its edges matter little here.

Frequency sets another limit. A capacitance \(C\) from each node to ground acts as a leak with \(|\kappa^2|=2\pi fRC\). For the sheet, the direct-current result holds closely when \(|\kappa|r\ll1\), that is, \(f\ll1/(2\pi RCr^2)\). For an assumed 0.4 fF per node and \(r=100\), this bound is about 100 MHz. At frequencies well above this bound, the logarithmic growth is cut off before this distance is reached. The remaining estimates, for self-heating, oxide leakage, surface scattering and inductance, are in the numerical output; the largest of these is surface scattering. A free-electron estimate gives a mean free path near 1 nm, about 2% of the wire width; the effective value reported for epitaxial TiN, scaled to this resistivity, is nearer 6 nm, about 12% of the width, which could raise every segment by up to roughly 10%. Like warming, this rescales \(R\) and leaves the dependence on distance unchanged.

## Computed values

```
square r=10, box bounds and formula (R): 1.24601 1.24870 1.24735
cubic r=6, box bounds and formula (R): 0.47826 0.47966 0.47873
neighbours: square, cubic, triangular (R): 0.50000 0.33333 0.33333
cubic saturation, heat-kernel integral (R): 0.505462
cubic saturation, extrapolated mode sum (R): 0.50546
shell k=0.01..0.1 per pitch: square 0.73303 R, cubic 0.009121 R
shell k=0.001..0.01 per pitch: square 0.73294 R, cubic 0.000912 R
square constant gamma+1.5 ln2: 1.61694
square r=100: axis, (60,80), log law (R): 1.980555 1.980560 1.980558
cubic g-1/(4 pi r) at (30, 0, 0): found 7.377e-07, law 7.368e-07
cubic g-1/(4 pi r) at (20, 20, 20): found -3.207e-07, law -3.191e-07
r=1: square 0.50000 R, cubic 0.33333 R
r=10: square 1.24735 R, cubic 0.48951 R
r=100: square 1.98056 R, cubic 0.50387 R
r=1000: square 2.71349 R
distance where square reaches 5 R: 1.32e+06 pitches
triangular growth r=200 to 400 (R): found 0.12738, law 0.12738
shunted square, kappa^2=0.0001, r=1000 (R): 2.0174, law 2.0175
81 layers, r=10: 0.48954 R; infinite cube 0.48951 R
10 layers, growth r=200 to 400 (R): found 0.022064, law 0.022064
TiN inputs: pitch 1000 nm, wire 50 x 50 nm
rough resistivity 100 microohm cm; current 10 uA
tap distance: 100 pitches; segment resistance: 400.0 ohm
sheet: 792.2 ohm, drop 7.92 mV
cubic network: 201.5 ohm, drop 2.02 mV
cubic saturation: 202.2 ohm
finite 1001 x 1001 sheet: 794.4 ohm
10 layers instead of infinite cube: 230.2 ohm
crossing size, width/pitch: 5.0 %
two tap contacts at rough 1e-09 ohm cm2: 80 ohm
warming by 80 K at rough 0.001 per K: 8 % of R
rough mean free path 1 nm / width: 2 %
current density next to a sheet tap: 1.0e+05 A/cm2
self-heating there, oxide at rough 1 W/(m K): 2.5 mK
leakage through 100 nm oxide of rough 1e+15 ohm cm: decay length 1.6e+08 pitches
rough node capacitance 0.4 fF: dc result holds well below 99 MHz
inductive/resistive ratio of a segment there: 2.0e-06
```
